# Polaritonic Potential Energy Surfaces and the Derivative Coupling Between Them, part 1

(Sections cited here and not found follow in the second part.)

## The derivative coupling from the rotation of the polariton states

### Two straight lines that cross

A molecule in its excited electronic state, in a cavity without a photon, can have the same energy as the molecule in its ground state with one photon present. Suppose this happens at the bond length \(R_c\), and let \(x=R-R_c\). Near \(R_c\), take the two energies to be straight lines and let the light-matter interaction join the two configurations with a constant strength \(G>0\). With the first configuration listed first, and the mean energy subtracted, the energy matrix is

\[
h(x)=\begin{pmatrix}-\tfrac12 sx & G\\ G& \tfrac12 sx\end{pmatrix},\qquad s>0 .
\]

To the left of the crossing the excited molecule lies higher; to the right it lies lower.

The matrix has zero trace, so its eigenvalues are opposite numbers \(\pm W\). Its square is \((s^2x^2/4+G^2)\) times the unit matrix, so \(W=\sqrt{s^2x^2/4+G^2}\). The lines no longer cross: their smallest separation is \(2G\), at \(x=0\).

Since \((-sx/2)^2+G^2=W^2\), there is an angle \(2\theta\) with \(W\cos2\theta=-sx/2\) and \(W\sin2\theta=G\). Acting on the column \((\cos\theta,\sin\theta)\), the matrix gives

\[
W\begin{pmatrix}\cos2\theta\cos\theta+\sin2\theta\sin\theta\\ \sin2\theta\cos\theta-\cos2\theta\sin\theta\end{pmatrix}
=W\begin{pmatrix}\cos\theta\\ \sin\theta\end{pmatrix},
\]

by the subtraction formulas for cosine and sine. This column is therefore the upper eigenvector. The perpendicular column \((-\sin\theta,\cos\theta)\) is the lower one.

The angle depends on \(x\). Dividing the two defining relations gives \(\cot2\theta=-x/w\), with \(w=2G/s\). Differentiation gives \(-2\theta'/\sin^2 2\theta=-1/w\), and \(\sin^22\theta=1/(1+\cot^22\theta)=w^2/(x^2+w^2)\). Hence

\[
\theta'=\frac{w}{2(x^2+w^2)} .
\]

This is a Lorentzian of half width \(w\) and height \(1/(2w)=s/(4G)\). Its area is \(\pi/2\), because the eigenvectors turn by a quarter circle: the upper state begins as the excited molecule and ends as the ground-state molecule with a photon. A weaker interaction makes the turn narrower and faster without changing its total. The rate of turning, \(\theta'\), is the quantity that couples nuclear motion on the two surfaces.

### The molecule and the cavity mode

For real curves, let \(|g\rangle\) and \(|e\rangle\) be the ground and excited electronic states at fixed \(R\), with energies \(V_g(R)\) and \(V_e(R)\). Both are real and normalized, and both change with \(R\). The cavity has one lossless mode of frequency \(\omega\), with annihilation operator \(a\) and photon states \(|n\rangle\). Hartree atomic units are used, so \(\hbar=1\) and a frequency is also an energy. The photon zero-point energy is a constant and is omitted.

The molecule has a fixed orientation. Its dipole component along the field has the transition element \(d(R)\) and, by assumption, no permanent elements. If the vacuum field amplitude is \(\varepsilon\), the interaction strength is

\[
G(R)=\varepsilon\, d(R).
\]

The signs of the states and the phase of the mode are chosen to make \(G\) positive.

The full dipole interaction is \(G(|e\rangle\langle g|+|g\rangle\langle e|)(a+a^\dagger)\). The rotating-wave approximation keeps the two products that exchange one photon for one electronic excitation. At fixed \(R\) the electron-photon Hamiltonian is then

\[
H=V_e|e\rangle\langle e|+V_g|g\rangle\langle g|+\omega a^\dagger a
+G\left(|e\rangle\langle g|a+|g\rangle\langle e|a^\dagger\right).
\]

In the dipole form of the coupling there is also a self-energy \((\varepsilon^2/\omega)\mu^2\), where \(\mu\) is the dipole operator. Within two states without permanent dipoles, \(\mu^2\) equals \(d^2\) times the unit operator, because two flips restore the original state. The self-energy is then \(G^2/\omega\) for both configurations. It would raise both surfaces equally and leave their mixing unchanged, and it is omitted. That equality belongs to the two-state truncation; with more electronic states included, the mean values of \(\mu^2\) in the two states need not be equal.

### The polaritonic surfaces

The interaction joins \(|e,0\rangle\) to \(|g,1\rangle\): from \(|g,1\rangle\) the operator \(a\) removes the photon with factor \(\sqrt1\), while the electron is raised. Acting on \(|e,0\rangle\), the conjugate term reverses this. No other state is reached. In the order \(|e,0\rangle,|g,1\rangle\) the energy matrix is

\[
h=\begin{pmatrix}V_e&G\\G&V_g+\omega\end{pmatrix}.
\]

The photon lifts the ground curve rigidly by \(\omega\). Define the detuning and the splitting by

\[
\Delta=V_e-V_g-\omega,\qquad S=\sqrt{\Delta^2+4G^2}.
\]

After the mean \((V_e+V_g+\omega)/2\) is subtracted, the diagonal elements are \(\pm\Delta/2\). The matrix has the form of the special case, with \(-sx\) replaced by \(\Delta\) and \(W\) by \(S/2\). The surfaces are therefore

\[
E_\pm=\frac{V_e+V_g+\omega}{2}\pm\frac S2 ,
\]

and the mixing angle is fixed by

\[
S\cos2\theta=\Delta,\qquad S\sin2\theta=2G,\qquad 0<\theta<\frac\pi2 .
\]

Both relations are needed. The quotient \(\tan2\theta=2G/\Delta\) does not by itself choose a branch, and its principal value would jump where \(\Delta\) changes sign. With both relations \(2\theta\) passes smoothly through \(\pi/2\) at resonance. The polaritons are

\[
|+\rangle=\cos\theta|e,0\rangle+\sin\theta|g,1\rangle,\qquad
|-\rangle=-\sin\theta|e,0\rangle+\cos\theta|g,1\rangle .
\]

The upper polariton has photon weight \(\sin^2\theta\). For \(\Delta\gg2G\) it is nearly the excited molecule, and for \(-\Delta\gg2G\) it is nearly the lifted ground state. In both limits \(S\approx|\Delta|+2G^2/|\Delta|\), so the lower surface lies about \(G^2/|\Delta|\) below the lower uncoupled curve.

### Differentiating the states

The derivative coupling is \(\langle-|\partial_R+\rangle\), the part of the change of \(|+\rangle\) that points along \(|-\rangle\). Both the coefficients and the electronic states vary:

\[
\partial_R|+\rangle=\theta'\left(-\sin\theta|e,0\rangle+\cos\theta|g,1\rangle\right)
+\cos\theta|\partial_Re,0\rangle+\sin\theta|\partial_Rg,1\rangle .
\]

The first bracket is \(|-\rangle\), so it contributes \(\theta'\). The remaining terms must be projected on both components of \(|-\rangle\):

- \(\langle e|\partial_Re\rangle=\langle g|\partial_Rg\rangle=0\), because differentiating the norm of a real state gives twice this overlap, and the norm is constant.
- \(\langle g,1|\partial_Re,0\rangle=\langle g|\partial_Re\rangle\langle1|0\rangle=0\), and likewise \(\langle e,0|\partial_Rg,1\rangle=0\), because the photon numbers differ.

All the additional terms vanish, and

\[
\langle-|\partial_R+\rangle=\theta'.
\]

Differentiating \(\langle+|-\rangle=0\) gives \(\langle+|\partial_R-\rangle=-\langle\partial_R+|-\rangle=-\theta'\).

The molecule's own derivative coupling, \(\tau=\langle g|\partial_Re\rangle\), has not vanished from the problem. It leads out of the pair of polaritons. For example,

\[
\langle g,0|\partial_R+\rangle=\tau\cos\theta ,
\]

since \(|\partial_Re,0\rangle\) has a component on \(|g,0\rangle\), whereas the other terms in \(\partial_R|+\rangle\) have none. This element allows nuclear motion to take the upper polariton to the uncoupled ground state. It is absent from the two-surface problem treated here.

To express \(\theta'\) through the curves, differentiate the two relations that define the angle:

\[
S'\cos2\theta-2\theta'S\sin2\theta=\Delta',\qquad
S'\sin2\theta+2\theta'S\cos2\theta=2G'.
\]

Multiply the second by \(\cos2\theta\), the first by \(\sin2\theta\), and subtract. The terms in \(S'\) cancel, and \(\cos^22\theta+\sin^22\theta=1\) leaves

\[
2\theta'S=2G'\cos2\theta-\Delta'\sin2\theta .
\]

Insert \(\cos2\theta=\Delta/S\) and \(\sin2\theta=2G/S\), and divide by \(2S\):

\[
\boxed{\;\langle-|\partial_R+\rangle=\theta'=\frac{\Delta G'-G\Delta'}{\Delta^2+4G^2}\;}
\]

The numerator equals \(-G^2(\Delta/G)'\). What turns the states is a change in the ratio of detuning to coupling; if both grew by the same factor, the surfaces would separate while the states stayed fixed.

At resonance \(\Delta=0\), and

\[
\theta'(R_c)=-\frac{\Delta'(R_c)}{4G(R_c)} .
\]

The slope of the transition dipole does not enter there, although it does elsewhere. Over a finite interval the area under \(\theta'\) is the difference of the end angles. It approaches \(\pi/2\) when the states are almost unmixed at both ends and the detuning has changed from positive to negative.

### Surfaces for two Morse curves

The following model has round parameters and represents no particular molecule. Lengths are in bohr and energies in hartree:

\[
\begin{aligned}
V_g&=0.15\left[1-e^{-(R-2.5)}\right]^2,\\
V_e&=0.10+0.10\left[1-e^{-0.9(R-3.0)}\right]^2,\\
G&=0.004\,e^{-(R-2.5)/2},\qquad \omega=0.10 .
\end{aligned}
\]

The coupling is chosen to make the mixing easy to see; it is not an estimate for a particular cavity.

The lifted ground curve meets the excited curve at \(R_c=2.741\) bohr, where both have energy \(0.10688\) hartree. There \(G=0.004e^{-0.1206}=0.003546\) hartree, so

\[
E_\pm(R_c)=0.106885\pm0.003546=0.110431,\;0.103339\ \text{hartree}.
\]

The splitting is \(0.00709\) hartree, or \(0.193\) eV.

The lower surface has two minima. The left one, at \(2.507\) bohr and \(0.09951\) hartree, belongs mainly to the ground-state molecule with a photon. The right one, at \(2.989\) bohr and \(0.09958\) hartree, belongs mainly to the excited molecule. The barrier between them reaches \(0.10335\) hartree, which is \(0.0038\) hartree above either minimum. The upper surface has its minimum at \(2.747\) bohr, close to the crossing.

The detuning slope at the crossing is \(-0.1101\) hartree/bohr. Hence

\[
\theta'(R_c)=\frac{0.1101}{4(0.003546)}=7.76\ \text{bohr}^{-1},\qquad
w=\frac{2(0.003546)}{0.1101}=0.0644\ \text{bohr}.
\]

The straight-line model predicts a full width of \(2w=0.1288\) bohr, and the curved surfaces give \(0.1287\) bohr. The area between \(1.7\) and \(4.8\) bohr is \(1.526\), about 3% below \(\pi/2\), because some mixing remains at the ends of the interval.

Away from resonance the dipole slope matters. At \(2.5\) bohr, \(\theta'=0.521\) bohr\(^{-1}\). Omitting \(G'\) would give \(0.580\) bohr\(^{-1}\), about 11% more than the complete value.

## The derivative coupling from the force operator

### Symbols and results carried over

The curves \(V_g(R)\) and \(V_e(R)\) belong to the electronic states \(|g\rangle\) and \(|e\rangle\). The cavity photon has energy \(\omega\), the interaction strength is \(G(R)>0\), and \(\Delta=V_e-V_g-\omega\) is the detuning. The polaritonic surfaces \(E_\pm\) are separated by \(S=\sqrt{\Delta^2+4G^2}\). Their states are

\[
|+\rangle=\cos\theta|e,0\rangle+\sin\theta|g,1\rangle,\qquad
|-\rangle=-\sin\theta|e,0\rangle+\cos\theta|g,1\rangle,
\]

with \(\cos2\theta=\Delta/S\) and \(\sin2\theta=2G/S\). Differentiating these states gave

\[
\langle-|\partial_R+\rangle=-\langle+|\partial_R-\rangle=\theta'
=\frac{\Delta G'-G\Delta'}{S^2}.
\]

The molecule's own coupling is \(\tau=\langle g|\partial_Re\rangle\). The crossing \(\Delta=0\) lies at \(R_c\).

### A derivation without differentiating the angle

The second derivation starts from the eigenvalue equation \(H|-\rangle=E_-|-\rangle\) for the electron-photon Hamiltonian at fixed \(R\). Differentiate it:

\[
(\partial_RH)|-\rangle+H|\partial_R-\rangle
=E_-'|-\rangle+E_-|\partial_R-\rangle .
\]

Project on \(\langle+|\). The term with \(E_-'\) vanishes by orthogonality, and \(\langle+|H=E_+\langle+|\) because \(H\) is Hermitian. Therefore

\[
\langle+|\partial_RH|-\rangle+E_+\langle+|\partial_R-\rangle
=E_-\langle+|\partial_R-\rangle ,
\]

or, when \(E_+\ne E_-\),

\[
\langle+|\partial_R-\rangle=
\frac{\langle+|\partial_RH|-\rangle}{E_--E_+}.
\]

This is the off-diagonal Hellmann–Feynman relation. The operator \(-\partial_RH\) is the force along \(R\), and its element between the polaritons, divided by their energy difference, gives the derivative coupling. The same force element therefore turns the states faster when the surfaces are closer.

The derivative of \(H\) must include the motion of the electronic states. Within their two-dimensional space, \(\partial_R|e\rangle=\tau|g\rangle\). Since \(\langle e|g\rangle=0\) at every \(R\), it follows that \(\partial_R|g\rangle=-\tau|e\rangle\). Components outside this space are orthogonal to both polaritons and give nothing in the required element. The product rule gives

\[
\begin{aligned}
\partial_R(|e\rangle\langle e|)&=\tau(|g\rangle\langle e|+|e\rangle\langle g|),\\
\partial_R(|g\rangle\langle g|)&=-\tau(|e\rangle\langle g|+|g\rangle\langle e|),\\
\partial_R(|e\rangle\langle g|)&=\tau(|g\rangle\langle g|-|e\rangle\langle e|).
\end{aligned}
\]

The first two operators flip the electron and leave the photon number unchanged. They therefore have no element between \(|e,0\rangle\) and \(|g,1\rangle\), nor any diagonal element. The third is multiplied by \(a\) in \(H\), so it changes the photon number without flipping the electron. It too has no element within the pair, and neither has its conjugate. What remains is the derivative of the coefficients:

\[
\partial_RH\;\longrightarrow\;
\begin{pmatrix}V_e'&G'\\G'&V_g'\end{pmatrix}.
\]

The photon energy has disappeared because it does not depend on \(R\). Multiplication by the column of \(|-\rangle\) gives

\[
\begin{pmatrix}-V_e'\sin\theta+G'\cos\theta\\-G'\sin\theta+V_g'\cos\theta\end{pmatrix}.
\]

Its scalar product with \((\cos\theta,\sin\theta)\) is

\[
\langle+|\partial_RH|-\rangle
=-(V_e'-V_g')\sin\theta\cos\theta+G'(\cos^2\theta-\sin^2\theta).
\]

Because \(\omega\) is constant, \(V_e'-V_g'=\Delta'\). The double-angle formulas and the values of \(\cos2\theta\) and \(\sin2\theta\) turn this into

\[
\langle+|\partial_RH|-\rangle
=-\tfrac12\Delta'\sin2\theta+G'\cos2\theta
=\frac{\Delta G'-G\Delta'}S .
\]

The denominator is \(E_--E_+=-S\), so

\[
\langle+|\partial_R-\rangle=-\frac{\Delta G'-G\Delta'}{S^2}=-\theta' .
\]

The result agrees with the first derivation, including the sign. The square of the splitting now has two visible origins: one factor comes from the mixing coefficients and the other from the energy denominator. At resonance the two configurations have equal weights, the \(G'\) terms cancel, and \(\langle+|\partial_RH|-\rangle=-\Delta'/2\). Division by \(-2G\) gives \(\Delta'/(4G)\), which is \(-\theta'(R_c)\).

Differentiating the polariton states and using the force operator give the same derivative coupling \(\theta'\), including its sign. What remains is to see how this coupling affects the nuclear motion and the levels of the Morse model, and what each derivation assumes.

Numbers in the example were calculated in double precision.
